# An Upper Bound on the Static Polarizability of One Electron

## The bound from the ground state and one excitation energy

A ground-state polarizability summed over a few excited states is too small whenever an omitted state contributes, and the truncated sum does not say by how much. Each omitted state would have added a positive or zero amount, and the omitted states may include a continuum that is laborious to treat. For an insulating film of low permittivity this error points in the dangerous direction: the electron cloud appears stiffer than it is, and the estimated electronic permittivity is too low. What is missing is a ceiling that covers all the omitted states at once. For one electron such a ceiling follows from the spread of the ground-state density and a single excitation energy.

**The system and the sign of the field.** Hartree atomic units are used, so that \(\hbar=m=e=1\). The electron has charge \(-1\), the nuclei are clamped, and the Hamiltonian without a field is

\[
H=\frac{\mathbf p^2}{2}+V(\mathbf r),\qquad H|n\rangle=E_n|n\rangle ,
\tag{1}
\]

with a real, local potential \(V\). The ground state \(|0\rangle\) is bound, normalized and non-degenerate. Sums over \(n\) are written as if the spectrum were discrete; where there is a continuum, they include an integral over it.

A uniform static field \(F\) along \(x\) exerts the force \(-F\) on the electron. The potential energy whose negative gradient is this force is \(+Fx\), so

\[
H_F=H+Fx .
\tag{2}
\]

The dipole operator is \(-x\). The polarizability \(\alpha\), short for \(\alpha_{xx}\), is the linear coefficient of the induced dipole:

\[
-\left(\langle x\rangle_F-\langle x\rangle_0\right)=\alpha F+O(F^2).
\tag{3}
\]

The energy contains the same coefficient. For a normalized eigenstate \(|\psi_F\rangle\) of \(H_F\), differentiating \(E(F)=\langle\psi_F|H_F|\psi_F\rangle\) gives \(\langle\psi_F|x|\psi_F\rangle\) from the operator, plus \(E(F)\) times the derivative of \(\langle\psi_F|\psi_F\rangle\) from the two state vectors. The norm is constant, so the second part vanishes and \(dE/dF=\langle x\rangle_F\). Inserting (3) and integrating from zero field,

\[
E(F)=E_0+F\langle x\rangle_0-\frac{\alpha}{2}F^2+O(F^3).
\tag{4}
\]

In an open potential the term \(Fx\) falls without limit on one side, and the electron can eventually tunnel out. There is then no true ground state at finite \(F\). In that case \(\alpha\) means the coefficient obtained from the first-order response equation below, which refers to the field-free Hamiltonian.

**The first-order response.** Write \(\bar x=\langle0|x|0\rangle\) and expand

\[
|\psi_F\rangle=|0\rangle+F|\psi_1\rangle+O(F^2),\qquad
E(F)=E_0+FE_1+O(F^2).
\tag{5}
\]

The terms of first order in \(H_F|\psi_F\rangle=E(F)|\psi_F\rangle\) are

\[
H|\psi_1\rangle+x|0\rangle=E_0|\psi_1\rangle+E_1|0\rangle .
\]

Multiplication by \(\langle0|\) removes the terms with \(|\psi_1\rangle\), because \(\langle0|H=E_0\langle0|\). What remains is \(E_1=\bar x\), in agreement with (4). Hence

\[
(H-E_0)|\psi_1\rangle=-(x-\bar x)|0\rangle,\qquad \langle0|\psi_1\rangle=0 .
\tag{6}
\]

The second condition removes the freedom to add a multiple of \(|0\rangle\) to \(|\psi_1\rangle\). It also keeps the norm of \(|\psi_F\rangle\) equal to one through first order. The mean position is therefore

\[
\langle x\rangle_F=\bar x+F\left(\langle0|x|\psi_1\rangle+\langle\psi_1|x|0\rangle\right)+O(F^2),
\]

and comparison with (3) gives

\[
\alpha=-2\,\mathrm{Re}\,\langle0|x|\psi_1\rangle .
\tag{7}
\]

**The sum over states.** Define the excitation energies and matrix elements

\[
\omega_n=E_n-E_0,\qquad x_{n0}=\langle n|x|0\rangle .
\tag{8}
\]

For \(n\neq0\), multiply (6) by \(\langle n|\). The constant \(\bar x\) drops out because \(\langle n|0\rangle=0\), and \(\omega_n\langle n|\psi_1\rangle=-x_{n0}\). Therefore

\[
|\psi_1\rangle=-\sum_{n\ne0}\frac{x_{n0}}{\omega_n}|n\rangle .
\tag{9}
\]

Inserting this into (7), with \(\langle0|x|n\rangle=x_{n0}^*\), turns the two minus signs into a plus:

\[
\alpha=2\sum_{n\ne0}\frac{|x_{n0}|^2}{\omega_n}.
\tag{10}
\]

Since \(|0\rangle\) is the ground state, each \(\omega_n\) is positive and no term is negative. This is why a truncated sum cannot exceed \(\alpha\).

**The total dipole strength is the variance.** The numerators in (10) can be summed without knowing the excited states. Completeness, \(\sum_n|n\rangle\langle n|=1\), gives

\[
\langle0|x^2|0\rangle=\sum_n\langle0|x|n\rangle\langle n|x|0\rangle
=\bar x^2+\sum_{n\ne0}|x_{n0}|^2 .
\]

Moving the ground-state term to the left,

\[
\sum_{n\ne0}|x_{n0}|^2=\langle x^2\rangle-\langle x\rangle^2\equiv\sigma^2 .
\tag{11}
\]

The variance \(\sigma^2\) is assumed finite. It does not depend on the choice of origin, as a polarizability requires. The second moment \(\langle x^2\rangle\) exceeds it by \(\bar x^2\). It would also give a valid upper bound, but one that could be made as loose as one likes by moving the origin.

**The upper bound.** Let \(\Delta\) be the lowest excitation energy for which \(x_{n0}\ne0\). If the dipole strength begins in a continuum, \(\Delta\) is the lower edge of that strength. We assume \(\Delta>0\). Every term that contributes to (10) has \(\omega_n\ge\Delta\), hence \(1/\omega_n\le1/\Delta\). Replacing each inverse energy by \(1/\Delta\) and using (11),

\[
\alpha\le\frac{2}{\Delta}\sum_{n\ne0}|x_{n0}|^2=\frac{2\sigma^2}{\Delta}.
\tag{12}
\]

In other units the field term is \(eFx\) and the dipole is \(-ex\). Each supplies one factor \(e\), so

\[
\alpha_{xx}\le\frac{2e^2\left(\langle x^2\rangle-\langle x\rangle^2\right)}{\Delta}.
\tag{13}
\]

The same replacement controls the response vector. From (9), \(\langle\psi_1|\psi_1\rangle=\sum_{n\neq0}|x_{n0}|^2/\omega_n^2\le\sigma^2/\Delta^2\). The first-order state therefore has a finite norm, and the admixture \(F|\psi_1\rangle\) is small when \(F\sigma/\Delta\ll1\).

A transition with \(x_{n0}\ne0\) is called allowed. The restriction to allowed transitions in the definition of \(\Delta\) matters. A state with \(x_{n0}=0\) does not enter (10), however low it lies. Using its energy in (12) gives a true but weaker statement. Using an energy above the first allowed one is an error, because the inequality \(1/\omega_n\le1/\Delta\) then fails for a contributing term.

**How much the bound gives away.** Subtracting (10) from the right side of (12) gives

\[
\frac{2\sigma^2}{\Delta}-\alpha
=2\sum_{n\ne0}|x_{n0}|^2\left(\frac1\Delta-\frac1{\omega_n}\right)\ge0 .
\tag{14}
\]

The difference is zero if and only if all the dipole strength lies at the energy \(\Delta\). Several degenerate states may share it.

A weak allowed transition far below the main absorption makes the bound loose. Suppose a fraction \(p\) of the strength lies at \(\Delta\) and the rest at \(r\Delta\), with \(r>1\). Then (10) gives

\[
\frac{\alpha}{2\sigma^2/\Delta}=p+\frac{1-p}{r}.
\tag{15}
\]

The right side equals \([1+p(r-1)]/r\), so when \(p(r-1)\ll1\) the bound is too large by nearly the factor \(r\). If the strength \(s_1\) at \(\Delta\) is known, and the next allowed energy is \(\Delta_2\), the first term can be kept as it stands. Applying the argument to the remaining strength \(\sigma^2-s_1\) gives

\[
\frac{2s_1}{\Delta}\le\alpha\le\frac{2s_1}{\Delta}+\frac{2(\sigma^2-s_1)}{\Delta_2}.
\tag{16}
\]

This turns a truncated sum into an estimate with a guaranteed error.

**Equality in the harmonic well.** Let the motion along \(x\) be separate from the other directions, with potential \(\Omega^2x^2/2\). Completing the square in the field,

\[
\frac{\Omega^2x^2}{2}+Fx=\frac{\Omega^2}{2}\left(x+\frac{F}{\Omega^2}\right)^2-\frac{F^2}{2\Omega^2}.
\tag{17}
\]

The well is displaced and lowered but keeps its shape. Comparison with (4) gives \(\alpha=1/\Omega^2\). The ground-state factor is \(g\propto e^{-\Omega x^2/2}\), so the density is proportional to \(e^{-\Omega x^2}\) and \(\sigma^2=1/(2\Omega)\).

To find where the dipole strength lies, apply the \(x\)-Hamiltonian \(h\) to \(xg\). Since \((xg)''=2g'+xg''\) and \(g'=-\Omega xg\),

\[
h(xg)=x(hg)-g'=\left(\frac{\Omega}{2}+\Omega\right)xg .
\tag{18}
\]

Thus \(xg\) is itself an eigenfunction, at the energy \(\Omega\) above the ground state. All the strength lies there, \(\Delta=\Omega\), and \(2\sigma^2/\Delta=1/\Omega^2=\alpha\). For \(\Omega=0.8\) hartree the variance is 0.625 bohr\(^2\), and both the polarizability and the bound are 1.5625 atomic units.

**A case with continuum excitations alone.** Consider one-dimensional motion in \(V=-\delta(x)\). The bound state is \(\psi_0=e^{-|x|}\): it has energy \(-1/2\), unit norm, and a slope that jumps by \(-2\) at the origin, as the delta function requires. Its variance is

\[
\sigma^2=2\int_0^\infty x^2e^{-2x}\,dx=2\cdot\frac{2}{2^3}=\frac12 .
\tag{19}
\]

Because \(x\psi_0\) is odd, it contains odd states alone. These vanish at the origin, do not feel the delta function, and are free waves \(\sin qx\) with energy \(q^2/2\). The excitation energies are \((q^2+1)/2\), and \(\Delta=1/2\) is the ionization threshold.

The response equation (6) for \(x>0\) is \(\psi_1''-\psi_1=2xe^{-x}\). Try \(\psi_1=(ax^2+bx)e^{-x}\), continued as an odd function. Differentiation gives

\[
\psi_1''-\psi_1=\left(2a-2b-4ax\right)e^{-x},
\]

so \(a=b=-1/2\). The integrand in (7) is even, and twice the half-line integral gives

\[
\alpha=-4\int_0^\infty x\psi_1e^{-x}\,dx
=2\int_0^\infty(x^3+x^2)e^{-2x}\,dx
=2\left(\frac{6}{16}+\frac{2}{8}\right)=\frac54 .
\tag{20}
\]

The bound is \(2\sigma^2/\Delta=2\), which is 60% above \(\alpha\). The strength is spread over a continuous range above threshold, with none concentrated at the edge, so (14) is strictly positive. The bound remains valid here but is a poor estimate.

## A lower bound and an electron in a box

The symbols carried over are these: \(\omega_n\) is the excitation energy from the ground state, \(x_{n0}\) the position matrix element, \(\sigma^2\) the ground-state variance of \(x\), and \(\Delta\) the lowest excitation energy with \(x_{n0}\ne0\). The results needed are \(\alpha=2\sum_{n\ne0}|x_{n0}|^2/\omega_n\) from (10), \(\sum_{n\ne0}|x_{n0}|^2=\sigma^2\) from (11), and \(\alpha\le2\sigma^2/\Delta\) from (12). The response function \(\psi_1\) obeys (6) and gives \(\alpha\) through (7).

**The energy-weighted strength.** An upper bound alone does not show how close it is to \(\alpha\). A lower bound follows from a second sum that can be found without the excited states. The local potential commutes with \(x\), and \([p_x^2,x]=-2ip_x\), so

\[
[H,x]=-ip_x,\qquad [x,[H,x]]=-i[x,p_x]=1 .
\tag{21}
\]

Writing out the double commutator in the ground state,

\[
1=\langle0|2xHx-x^2H-Hx^2|0\rangle
=2\langle0|x(H-E_0)x|0\rangle .
\]

Inserting the complete set of eigenstates between \(H-E_0\) and the right-hand \(x\), and noting that \(n=0\) contributes zero,

\[
\sum_{n\ne0}\omega_n|x_{n0}|^2=\frac12 .
\tag{22}
\]

Now write each term of (11) as the product of \(|x_{n0}|/\sqrt{\omega_n}\) and \(|x_{n0}|\sqrt{\omega_n}\). The Cauchy–Schwarz inequality gives

\[
\sigma^4\le
\left(\sum_{n\ne0}\frac{|x_{n0}|^2}{\omega_n}\right)
\left(\sum_{n\ne0}\omega_n|x_{n0}|^2\right)
=\frac{\alpha}{2}\cdot\frac12 .
\tag{23}
\]

Together with (12) this encloses the polarizability:

\[
4\sigma^4\le\alpha\le\frac{2\sigma^2}{\Delta}.
\tag{24}
\]

Comparing the outer members gives \(\Delta\le1/(2\sigma^2)\). The spread and the excitation energy are therefore not independent: a widely spread ground state must have a low allowed excitation. For a low permittivity the lower bound carries a plain message. Within this one-electron model, a diffuse electron cloud cannot have a small polarizability, whatever the shape of the potential.

The ratio of the lower to the upper bound is \(2\sigma^2\Delta\). When this number is close to one, either bound is a good estimate. For the delta well it is \(1/2\), and the value \(5/4\) lies between 1 and 2.

The lower bound needs more than the upper one. Equation (21) uses the kinetic energy \(p^2/2\) and a local potential; a non-local potential would add a term to \([H,x]\). The derivation of (12) uses neither property.

**What changes for an excited state.** For a non-degenerate excited state, (10) keeps its form, but transitions downward have negative energies. Dropping these negative terms can only raise the sum. The upper bound therefore survives if \(\Delta\) is the lowest allowed excitation energy upward. The lower bound is no longer guaranteed once a downward transition is allowed, because (23) needs real square roots of \(\omega_n\) for every contributing term.

The first excited state of the harmonic well shows this. Equation (17) lowers every level equally, so \(\alpha=1/\Omega^2\) again. The density is proportional to \(x^2e^{-\Omega x^2}\), which gives \(\sigma^2=3/(2\Omega)\). The upper bound is \(3/\Omega^2\) and holds, whereas \(4\sigma^4=9/\Omega^2\) exceeds \(\alpha\).

**The box and its allowed gap.** An electron moves freely between hard walls, with sides \(L_x=6\), \(L_y=10\) and \(L_z=4\) bohr. These are round model lengths and represent no particular molecule. Write \(L=L_x\) and \(k=\pi/L\), and put the origin at the centre. The \(x\)-factor of the ground state is

\[
\phi_0(x)=\sqrt{\frac2L}\cos kx ,\qquad -\frac L2\le x\le\frac L2 .
\tag{25}
\]

The operator \(x\) leaves the \(y\) and \(z\) factors unchanged. By orthogonality, a state in which either of these factors is excited has \(x_{n0}=0\). Level \(j\) of the \(x\)-motion has energy \(j^2k^2/2\) and is even for odd \(j\), odd for even \(j\). Since \(x\phi_0\) is odd, only even \(j\) can contribute. The first candidate is \(j=2\), with \(\phi_2=\sqrt{2/L}\,\sin2kx\), and

\[
\Delta=\frac{(4-1)k^2}{2}=\frac{3\pi^2}{2L^2}=0.41123\ \text{hartree}=11.19\ \text{eV},
\tag{26}
\]

provided its matrix element is not zero. With \(\theta=kx\) and \(\sin2\theta\cos\theta=\tfrac12(\sin3\theta+\sin\theta)\),

\[
\langle\phi_2|x|\phi_0\rangle=\frac{1}{Lk^2}\int_{-\pi/2}^{\pi/2}\theta(\sin3\theta+\sin\theta)\,d\theta .
\]

For odd \(m\), integration by parts gives \(\int\theta\sin m\theta\,d\theta=2\sin(m\pi/2)/m^2\), because \(\cos(m\pi/2)=0\) at the limits. The integral is \(-2/9+2=16/9\), so

\[
\langle\phi_2|x|\phi_0\rangle=\frac{16L}{9\pi^2},\qquad
s_1=\left(\frac{16L}{9\pi^2}\right)^2=1.16804\ \text{bohr}^2 .
\tag{27}
\]

The transition is allowed. The lowest excitation of the whole box is a different one: it runs along the longest side and costs \(3\pi^2/(2L_y^2)=0.14804\) hartree. It has no dipole strength along \(x\).

**The variance.** Three integrals over \(-\pi/2\le\theta\le\pi/2\) serve for both the variance and the polarizability:

\[
\begin{aligned}
A_1&=\int\theta\sin2\theta\,d\theta
=\left[-\frac{\theta\cos2\theta}{2}\right]+\frac12\int\cos2\theta\,d\theta=\frac\pi2,\\
A_2&=\int\theta^2\cos2\theta\,d\theta
=\left[\frac{\theta^2\sin2\theta}{2}\right]-A_1=-\frac\pi2,\\
A_3&=\int\theta^3\sin2\theta\,d\theta
=\left[-\frac{\theta^3\cos2\theta}{2}\right]+\frac32A_2
=\frac{\pi^3}{8}-\frac{3\pi}{4}.
\end{aligned}
\tag{28}
\]

The density is even, so \(\bar x=0\). Using \(2\cos^2\theta=1+\cos2\theta\),

\[
\sigma^2=\frac{1}{Lk^3}\int\theta^2(1+\cos2\theta)\,d\theta
=\frac{L^2}{\pi^3}\left(\frac{\pi^3}{12}-\frac\pi2\right)
=L^2\left(\frac1{12}-\frac1{2\pi^2}\right).
\tag{29}
\]

For \(L=6\) bohr this is \(3-18/\pi^2=1.17622\) bohr\(^2\).

**The polarizability in closed form.** Set the \(x\)-factor of the response equal to \(\sqrt{2/L}\,u(x)\). The ground-state energy of the \(x\)-motion is \(k^2/2\), so (6) reads \(-\tfrac12u''-\tfrac12k^2u=-x\cos kx\). Multiplication by \(-2\) gives

\[
u''+k^2u=2x\cos kx,\qquad u(\pm L/2)=0 .
\tag{30}
\]

The source is odd, so try \(u=(ax^2+b)\sin kx+cx\cos kx\). Acting with \(d^2/dx^2+k^2\) on the separate pieces gives

\[
\begin{aligned}
x^2\sin kx&\ \longrightarrow\ 2\sin kx+4kx\cos kx,\\
\sin kx&\ \longrightarrow\ 0,\\
x\cos kx&\ \longrightarrow\ -2k\sin kx .
\end{aligned}
\]

The coefficient of \(x\cos kx\) requires \(4ka=2\), and that of \(\sin kx\) requires \(2a-2kc=0\). At the wall \(\cos(kL/2)=0\) and \(\sin(kL/2)=1\), so \(aL^2/4+b=0\). Hence

\[
u=\left(\frac{x^2}{2k}-\frac{L^2}{8k}\right)\sin kx+\frac{x\cos kx}{2k^2}.
\tag{31}
\]

This function is odd and therefore orthogonal to the even ground state, as (6) demands. Equation (7) becomes

\[
\alpha=-\frac4L\int_{-L/2}^{L/2}x\cos(kx)\,u(x)\,dx .
\]

With \(x=\theta/k\) and \(L=\pi/k\), every term of \(xu\,dx\) acquires the factor \(k^{-5}\):

\[
\alpha=-\frac{4}{Lk^5}\int\left[
\left(\frac{\theta^3}{2}-\frac{\pi^2\theta}{8}\right)\sin\theta\cos\theta
+\frac{\theta^2\cos^2\theta}{2}\right]d\theta .
\tag{32}
\]

Replacing \(\sin\theta\cos\theta\) by \(\tfrac12\sin2\theta\) and \(\cos^2\theta\) by \(\tfrac12(1+\cos2\theta)\), the integral is

\[
\frac{A_3}{4}-\frac{\pi^2A_1}{16}+\frac14\left(\frac{\pi^3}{12}+A_2\right)
=\frac{\pi^3}{48}-\frac{5\pi}{16}
=-\frac{\pi(15-\pi^2)}{48}.
\]

The terms \(\pm\pi^3/32\) from the first two parts have cancelled. Since \(1/(Lk^5)=L^4/\pi^5\),

\[
\alpha=\frac{15-\pi^2}{12\pi^4}\,L^4 .
\tag{33}
\]

The fourth power agrees with both bounds in (24), because \(\sigma^2\) grows as \(L^2\) and \(\Delta\) falls as \(L^{-2}\). Doubling the side multiplies \(\alpha\) by sixteen.

**The numbers.** For \(L=6\) bohr, (33) gives \(\alpha=5.6882\) atomic units. The bounds are

\[
\begin{aligned}
\frac{2\sigma^2}{\Delta}&=\frac{2(1.17622)}{0.411234}=5.7204,\\
4\sigma^4&=4(1.17622)^2=5.5340 .
\end{aligned}
\tag{34}
\]

The upper bound lies 0.57% above \(\alpha\), and the lower one 2.7% below it, both relative to \(\alpha\). In atomic units the polarizability volume \(\alpha/(4\pi\varepsilon_0)\) has the same number in bohr\(^3\). This is 0.843 Å\(^3\), with an upper bound of 0.848 Å\(^3\).

Equation (14) explains the small margin. The first allowed transition holds 99.3% of the strength, which leaves \(\sigma^2-s_1=0.00818\) bohr\(^2\). The next state that can contribute has \(j=4\) and energy \((16-1)k^2/2=5\Delta\). For the remaining strength the bracket in (14) therefore lies between \(0.8/\Delta\) and \(1/\Delta\). The margin must lie between 0.0318 and 0.0398; it is 0.0322. The refined form (16), with \(\Delta_2=5\Delta\), gives

\[
5.68067\le\alpha\le5.68067+0.00795=5.68862 .
\tag{35}
\]

Had the forbidden \(y\) excitation been used for \(\Delta\), the bound would have been 15.89. This is still true, but looser than (34) by the factor \((L_y/L_x)^2=2.78\).

A calculation of the energy in fields of \(\pm0.001\) atomic units, using (4), also gives 5.6882. The field is weak in the sense found earlier: \(F\sigma/\Delta\) is about 0.003.

**A well without separable motion.** The box is symmetric in \(x\), and its motions along the axes are independent. The bound needs neither property. Take two-dimensional motion in

\[
V=\frac{x^2}{2}+0.18y^2+0.1x^3+0.1xy^2+0.05(x^2+y^2)^2 .
\tag{36}
\]

The mean position is now \(-0.138\) bohr and the variance 0.4414 bohr\(^2\). The lowest excitation, at 0.859 hartree, has no \(x\)-strength; the first allowed one lies at 1.129 hartree. Finite fields give \(\alpha=0.7808\), between the bounds 0.7794 and 0.7819. The numerical output below lists these values with those of the other wells. The second moment in place of the variance would have raised the upper bound to \(2(0.4414+0.0189)/1.129=0.815\), where 0.0189 bohr\(^2\) is the square of the mean position.

**Conditions on use.** The bound is a theorem about the true \(\sigma^2\) and \(\Delta\) of a given Hamiltonian. Approximate inputs can break it. In the box, an excitation energy overestimated by more than 0.57% would put the supposed ceiling below \(\alpha\). A missed weak transition below the assumed \(\Delta\) can also break the bound, since it too makes \(\Delta\) too high. Whether it does depends on how the remaining strength is distributed.

If the ground level is degenerate and \(x\) connects its states, a term in (10) has zero denominator. The energy then splits linearly in the field, and (4) no longer describes it.

A molecule has many electrons. The steps from (5) to (12) can be repeated with \(X=\sum_ix_i\) in place of \(x\), provided the states and energies are those of the full interacting Hamiltonian. The variance is then that of the total position \(X\), which includes correlations between electrons; it is not in general the sum of orbital variances. The lower bound does not carry over unchanged. For \(N\) electrons with local interactions \([X,[H,X]]=N\), so the sum in (22) equals \(N/2\); the lower member of (24) becomes \(4\sigma^4/N\), and \(\Delta\le N/(2\sigma^2)\). Putting the variance of one non-degenerate orbital and the energy gap from that orbital to the first allowed orbital above it into (12) gives an upper limit on the response of one electron in a fixed potential. For an orbital other than the lowest, this response can be negative, and the limit then says nothing about its size. It leaves out the change of that potential as the other electrons respond, so a sum of such orbital limits is not a ceiling on the polarizability of the molecule and can fall below it.

The permittivity of a film requires further input: the number of polarizable units per volume, the local field acting on each, and the displacement of the nuclei. The bound limits one ingredient, the electronic response of a single unit, and it does so within the one-electron description of (1).

## Table of computed values

```
BOX
Side Lx: 6.0 bohr
Side Ly: 10.0 bohr
Side Lz: 4.0 bohr
Position variance along x: 1.176219 bohr^2
Lowest excitation energy (y, forbidden): 0.148044 hartree
First x-allowed excitation energy: 0.411234 hartree
First x-allowed excitation energy: 11.1902 eV
Ceiling 1/(2 Var) on that energy: 0.425091 hartree
First allowed squared matrix element: 1.168041 bohr^2
Its share of the variance: 0.993047 (ratio)
Polarizability, closed form: 5.68820 a.u.
Polarizability, sum over states: 5.68820 a.u.
Polarizability, finite field: 5.6882 a.u.
Field strength used: 0.0010 a.u.
Upper bound 2 Var/Delta: 5.72044 a.u.
Lower bound 4 Var^2: 5.53396 a.u.
Polarizability / upper bound: 0.99436 (ratio)
Weaker bound from forbidden gap: 15.8901 a.u.
Polarizability volume: 0.8429 angstrom^3
Upper bound as volume: 0.8477 angstrom^3
ANHARMONIC WELL: kx=1, ky=0.36, cubic=coupling=0.1, quartic=0.05
Mean position: -0.13753 bohr
Position variance: 0.44142 bohr^2
Lowest excitation energy (forbidden): 0.85913 hartree
First allowed excitation energy: 1.12906 hartree
Polarizability, finite field: 0.7808 a.u.
Upper bound: 0.7819 a.u.
Lower bound: 0.7794 a.u.
HARMONIC WELL: kx=0.64, ky=0.25
Position variance: 0.6250 bohr^2
First allowed excitation energy: 0.8000 hartree
Polarizability, finite field: 1.5625 a.u.
Upper bound: 1.5625 a.u.
DELTA WELL: decay constant 1 per bohr
Position variance: 0.5000 bohr^2
Continuum threshold: 0.5000 hartree
Polarizability, continuum integral: 1.2500 a.u.
Upper bound: 2.0000 a.u.
Lower bound: 1.0000 a.u.
```
